# Petermann factor of a two-mode non-Hermitian cavity from eigenvector overlap: verification in Python

```python
"""
Result under test: for a two-mode cavity da/dt = -i H a + F with isotropic
white noise of strength R, the excess-noise (Petermann) factor is
    K = (l^+ l)(r^+ r)/|l^+ r|^2 = 1/(1 - |r1^+ r2|^2),
where r1, r2 are unit right eigenvectors of H and l the left eigenvectors.
Symbols: M = traceless part of H; kappa = coupling; gamma1, gamma2 = photon
loss rates; delta = (gamma2-gamma1)/4; s = sqrt(delta^2-kappa^2);
gain = common photon gain rate; N = photons in the lasing mode.
Amplitudes vary as exp(-i omega t), so a positive imaginary part is growth.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eig, expm, solve_continuous_lyapunov
from scipy.optimize import brentq

rng = np.random.default_rng(7)


def modes(H):
    """Eigenvalues, unit left and unit right eigenvectors, growing mode first."""
    values, left, right = eig(H, left=True, right=True)
    order = np.argsort(-values.imag)
    left = left[:, order] / np.linalg.norm(left[:, order], axis=0)
    right = right[:, order] / np.linalg.norm(right[:, order], axis=0)
    return values[order], left, right


def petermann(H):
    """K of the first mode from its definition with left and right vectors."""
    _, left, right = modes(H)
    return 1 / abs(np.vdot(left[:, 0], right[:, 0]))**2


def overlap(H):
    _, _, right = modes(H)
    return abs(np.vdot(right[:, 0], right[:, 1]))


def pair(delta, kappa):
    return np.array([[1j * delta, kappa], [kappa, -1j * delta]], dtype=complex)


# --- General matrices: identity, projector form, noise sum, reciprocity ---
worst_identity = 0.0
worst_nonreciprocal = 0.0
noise_matrix = np.diag([1.0, 0.3])
for trial in range(300):
    H = rng.normal(size=(2, 2)) + 1j * rng.normal(size=(2, 2))
    values, left, right = modes(H)
    K_pair = [1 / abs(np.vdot(left[:, j], right[:, j]))**2 for j in (0, 1)]
    K_overlap = 1 / (1 - overlap(H)**2)
    worst_identity = max(worst_identity,
                         max(abs(k / K_overlap - 1) for k in K_pair))
    M = H - np.trace(H) / 2 * np.eye(2)
    half_split = (values[0] - values[1]) / 2
    K_matrix = 0.5 + np.trace(M.conj().T @ M).real / (4 * abs(half_split)**2)
    assert abs(K_matrix / K_pair[0] - 1) < 1e-7
    # noise correlations of the projected amplitudes, from left vectors
    rows = np.array([left[:, j].conj() / np.vdot(left[:, j], right[:, j])
                     for j in (0, 1)])
    correlation = rows @ rows.conj().T
    gram = right.conj().T @ right
    assert abs(np.trace(gram @ correlation) - 2) < 1e-7 * K_pair[0]
    for matrix, reciprocal in ((H + H.T, True), (H, False)):
        _, lv, rv = modes(matrix)
        l, r = lv[:, 0], rv[:, 0]
        driven = np.vdot(l, noise_matrix @ l).real / abs(np.vdot(l, r))**2
        emitted = np.vdot(r, noise_matrix @ r).real
        deviation = abs(driven / emitted / petermann(matrix) - 1)
        if reciprocal:
            assert deviation < 1e-7
        else:
            worst_nonreciprocal = max(worst_nonreciprocal, deviation)
assert worst_identity < 1e-7
assert worst_nonreciprocal > 0.05

# --- Approach to an exceptional point, and to a normal degeneracy ---
for closeness in (1e-3, 1e-4, 1e-5):
    K_near = petermann(pair(1.0, 1 - closeness))
    assert abs(2 * closeness * K_near - 1) < 2 * closeness + 1e-5
normal_near = np.array([[1e-6, 2e-6j], [-2e-6j, -1e-6]])
assert abs(petermann(normal_near) - 1) < 1e-8
assert abs(petermann(pair(1.0, 1.3)) / (1.3**2 / (1.3**2 - 1)) - 1) < 1e-9

# --- Total photon number below threshold stays finite at the EP ---
net_loss = 1.0


def photon_ratio(kappa):
    drift = -net_loss / 2 * np.eye(2) - 1j * pair(1.0, kappa)
    covariance = solve_continuous_lyapunov(drift, -np.eye(2, dtype=complex))
    return np.trace(covariance).real / (2 / net_loss)


ratio_at_ep = photon_ratio(1.0)
near_ep = 1 - 1e-6
assert abs(ratio_at_ep / (1 + 4 / net_loss**2) - 1) < 1e-9
assert abs(photon_ratio(near_ep) / ratio_at_ep - 1) < 1e-4

# --- Stochastic two-mode laser with common saturated gain (delta = R = 1) ---
sim_kappa, sim_N, dt, steps, runs = 0.8, 1.0e4, 0.05, 2000, 8000
sim_M = pair(1.0, sim_kappa)
sim_values, sim_left, sim_right = modes(sim_M)
sim_s = sim_values[0].imag
half_step = expm((-1j * sim_M - sim_s * np.eye(2)) * dt / 2)
start = np.sqrt(sim_N) * sim_right[:, 0]
field = np.repeat(start[:, None], runs, axis=1)
phase_variance = {}
for step in range(1, steps + 1):
    kick = rng.normal(size=(2, runs)) + 1j * rng.normal(size=(2, runs))
    field = half_step @ (half_step @ field + np.sqrt(dt / 2) * kick)
    photons = np.sum(abs(field)**2, axis=0)
    field *= np.exp(-0.25 * (photons / sim_N - 1) * dt)
    if step in (200, steps):
        phase_variance[step] = np.var(np.angle(field[0] * np.conj(start[0])))
sim_diffusion = ((phase_variance[steps] - phase_variance[200])
                 / ((steps - 200) * dt))
sim_K = 1 / (1 - overlap(sim_M)**2)
diffusion_ratio = sim_diffusion / (sim_K / (2 * sim_N))
second = (sim_left[:, 1].conj() @ field) / np.vdot(sim_left[:, 1],
                                                   sim_right[:, 1])
second_ratio = np.mean(abs(second)**2) / (sim_K / (4 * sim_s))
# sampling error of a variance over 8000 runs is about 1.6 percent
assert abs(diffusion_ratio - 1) < 0.07
assert abs(second_ratio - 1) < 0.07

# --- Worked example: rough values for InGaAsP photonic-crystal cavities ---
wavelength = 1550e-9
Q1, Q2 = 5000.0, 1000.0
coupling_GHz = 34.0
N = 1000.0
inversion = 1.5
henry = 3.0
dephasing = 1e13
temperature = 300.0
omega = 2 * np.pi * const.c / wavelength
gamma1, gamma2 = omega / Q1, omega / Q2
delta = (gamma2 - gamma1) / 4
to_GHz = 1 / (2 * np.pi * 1e9)


def laser(kappa):
    """s, threshold gain, noise rate R, K, linewidth in Hz, second-mode share."""
    s = np.sqrt(delta**2 - kappa**2)
    gain = (gamma1 + gamma2) / 2 - 2 * s
    R = inversion * gain
    K = (delta / s)**2
    return s, gain, R, K, K * R / (4 * np.pi * N), K * R / (4 * s * N)


kappa = coupling_GHz / to_GHz
s, gain, R, K, linewidth, share = laser(kappa)
H_laser = np.array([[0.5j * (gain - gamma1), kappa],
                    [kappa, 0.5j * (gain - gamma2)]])
values, left, right = modes(H_laser)
rho = overlap(H_laser)
assert abs(values[0]) < 1e-9 * delta
assert abs(petermann(H_laser) / K - 1) < 1e-9
assert abs(rho / (kappa / delta) - 1) < 1e-9
left_loss = np.vdot(left[:, 0], np.diag([gamma1, gamma2]) @ left[:, 0]).real
assert abs(left_loss / gain - 1) < 1e-9
fraction1 = abs(right[0, 0])**2
kappa_limit = brentq(lambda k: laser(k)[5] - 0.1, 0.5 * delta, 0.99999 * delta)

# --- Sizes of neglected effects ---


def K_mismatch(shift_nm):
    half_shift = np.pi * const.c * shift_nm * 1e-9 / wavelength**2
    return petermann(H_laser + np.diag([half_shift, -half_shift]))


trim = 0.01 * gain / 4 * (1j + henry)
K_trim_up = petermann(H_laser + np.diag([trim, -trim]))
K_trim_down = petermann(H_laser - np.diag([trim, -trim]))
shared_loss = 0.05 * np.sqrt(gamma1 * gamma2) / 2
K_shared = petermann(H_laser - 1j * shared_loss * np.array([[0, 1], [1, 0]]))
thermal = 1 / np.expm1(const.hbar * omega / (const.k * temperature))

print(f"Random matrices: largest relative error of identity {worst_identity:.1e}")
print(f"Nonreciprocal, unequal noise: largest deviation {worst_nonreciprocal:.2f}")
print(f"Simulation: K = {sim_K:.3f}, kappa/delta = {sim_kappa:.2f}")
print(f"Simulation: phase diffusion / prediction = {diffusion_ratio:.3f}")
print(f"Simulation: second-mode photons / prediction = {second_ratio:.3f}")
print(f"Near EP (kappa/delta = 1 - 1e-6): K = {petermann(pair(1, near_ep)):.3e}")
print(f"Below threshold, net loss = delta: photons/(2R/loss) at EP {ratio_at_ep:.3f}")
print(f"Same ratio at kappa/delta = 1 - 1e-6: {photon_ratio(near_ep):.3f}")
print(f"Wavelength = {wavelength*1e9:.0f} nm; Q1 = {Q1:.0f}; Q2 = {Q2:.0f}")
print(f"Photons N = {N:.0f}; inversion factor = {inversion:.1f}")
print(f"Loss rate gamma1 = {gamma1*1e-9:.1f} 1/ns")
print(f"Loss rate gamma2 = {gamma2*1e-9:.1f} 1/ns")
print(f"delta/2pi (coupling at the EP) = {delta*to_GHz:.2f} GHz")
print(f"Coupling kappa/2pi = {coupling_GHz:.2f} GHz")
print(f"s/2pi = {s*to_GHz:.2f} GHz")
print(f"Overlap of right eigenvectors = {rho:.4f}; squared = {rho**2:.4f}")
print(f"Petermann factor K = {K:.3f}")
print(f"Photon fraction of lasing mode in cavity 1 = {fraction1:.3f}")
print(f"Threshold gain = {gain*1e-9:.1f} 1/ns")
print(f"Noise rate R = {R*1e-9:.1f} 1/ns")
print(f"Linewidth with K set to 1 = {linewidth/K*1e-6:.1f} MHz")
print(f"Linewidth with K = {linewidth*1e-6:.1f} MHz")
print(f"Same linewidth = {linewidth*wavelength**2/const.c*1e12:.2f} pm")
print(f"Second-mode photons / N = {share:.4f}")
print("Scan: kappa/2pi (GHz), overlap, K, linewidth (MHz), second-mode share")
for scan_GHz in (10.0, 20.0, 30.0, 36.0, 38.0):
    scan_kappa = scan_GHz / to_GHz
    row = laser(scan_kappa)
    scan_M = pair(delta, scan_kappa)
    assert abs(petermann(scan_M) / row[3] - 1) < 1e-8
    print(f"  {scan_GHz:.1f}  {overlap(scan_M):.4f}  {row[3]:.3f}"
          f"  {row[4]*1e-6:.1f}  {row[5]:.4f}")
print(f"Second-mode share 0.1 reached at kappa/2pi = {kappa_limit*to_GHz:.2f} GHz")
print(f"K there = {laser(kappa_limit)[3]:.2f}")
print(f"K with 0.1 nm resonance mismatch = {K_mismatch(0.1):.3f}")
print(f"K with 1 nm resonance mismatch = {K_mismatch(1.0):.3f}")
print(f"Henry factor (rough) = {henry:.1f}; 1 + square = {1+henry**2:.1f}")
print(f"K with 1% more gain in cavity 1 than in 2 = {K_trim_up:.3f}")
print(f"K with 1% less gain in cavity 1 than in 2 = {K_trim_down:.3f}")
print(f"K with shared radiation loss at 5% of its bound = {K_shared:.3f}")
print(f"Gain dephasing rate (rough) = {dephasing*1e-12:.0f} 1/ps")
print(f"Gain/(2 x dephasing rate) = {gain/(2*dephasing):.4f}")
print(f"Thermal photons per mode at {temperature:.0f} K = {thermal:.1e}")
print("PASS")
```

It prints:

```
Random matrices: largest relative error of identity 4.8e-15
Nonreciprocal, unequal noise: largest deviation 1.69
Simulation: K = 2.778, kappa/delta = 0.80
Simulation: phase diffusion / prediction = 1.006
Simulation: second-mode photons / prediction = 0.980
Near EP (kappa/delta = 1 - 1e-6): K = 5.000e+05
Below threshold, net loss = delta: photons/(2R/loss) at EP 5.000
Same ratio at kappa/delta = 1 - 1e-6: 5.000
Wavelength = 1550 nm; Q1 = 5000; Q2 = 1000
Photons N = 1000; inversion factor = 1.5
Loss rate gamma1 = 243.1 1/ns
Loss rate gamma2 = 1215.3 1/ns
delta/2pi (coupling at the EP) = 38.68 GHz
Coupling kappa/2pi = 34.00 GHz
s/2pi = 18.45 GHz
Overlap of right eigenvectors = 0.8789; squared = 0.7725
Petermann factor K = 4.396
Photon fraction of lasing mode in cavity 1 = 0.738
Threshold gain = 497.3 1/ns
Noise rate R = 746.0 1/ns
Linewidth with K set to 1 = 59.4 MHz
Linewidth with K = 261.0 MHz
Same linewidth = 2.09 pm
Second-mode photons / N = 0.0071
Scan: kappa/2pi (GHz), overlap, K, linewidth (MHz), second-mode share
  10.0  0.2585  1.072  33.2  0.0004
  20.0  0.5170  1.365  51.0  0.0008
  30.0  0.7755  2.509  126.5  0.0026
  36.0  0.9306  7.468  491.4  0.0174
  38.0  0.9823  28.575  2176.9  0.1504
Second-mode share 0.1 reached at kappa/2pi = 37.80 GHz
K there = 22.06
K with 0.1 nm resonance mismatch = 2.865
K with 1 nm resonance mismatch = 1.046
Henry factor (rough) = 3.0; 1 + square = 10.0
K with 1% more gain in cavity 1 than in 2 = 4.223
K with 1% less gain in cavity 1 than in 2 = 4.521
K with shared radiation loss at 5% of its bound = 4.042
Gain dephasing rate (rough) = 10 1/ps
Gain/(2 x dephasing rate) = 0.0249
Thermal photons per mode at 300 K = 3.7e-14
PASS
```
